# Mobility with acoustic and impurity scattering: failure of adding inverse mobilities

## Problem

Carriers in a semiconductor occupy one isotropic parabolic band of mass $m$. They are nondegenerate, so their equilibrium distribution is that of Maxwell and Boltzmann at temperature $T$. Two mechanisms relax their momentum. With $E$ the kinetic energy and $x=E/kT$, the lifetimes are

$$\tau_a=A\,x^{-1/2}\ \text{(acoustic phonons)},\qquad \tau_i=B\,x^{3/2}\ \text{(ionized impurities)}.$$

The constants $A$ and $B$ are the lifetimes at $E=kT$.

(a) Find the mobilities $\mu_a$ and $\mu_i$ that each mechanism would give alone.

(b) Find the mobility $\mu$ when both act.

(c) The rule of adding inverse mobilities estimates $\mu$ by $\mu_M$, where $1/\mu_M=1/\mu_a+1/\mu_i$. Determine the sign of its error, and what causes the error.

(d) Find how the error behaves when one mechanism dominates, and how large it can become.

(e) Evaluate the results for $m=0.30$ electron masses, $T=300$ K, $A=0.20$ ps and $B=0.05$ ps. These are round model parameters. What impurity mobility would be inferred from $\mu$ and $\mu_a$ by subtracting inverse mobilities?

## Solution

### Assumptions and the energy average

Both mechanisms are treated as elastic and independent, so at each energy their rates add. Carrier-carrier scattering is neglected. The impurity rate contains a logarithm set by screening. It varies slowly with energy only when the screening length is much greater than $1/k$, with $k$ the carrier wave number. Here it is held constant, which leaves the pure power $3/2$.

Take carriers of charge $+e$ in a weak field $F$ along $x$. For electrons both the force and the drift change sign, and the mobility, defined as a positive quantity, is the same. Write the distribution as $f_0+f_1$, with $f_1$ proportional to $F$. The steady Boltzmann equation to first order in $F$ is

$$\frac{eF}{m}\frac{\partial f_0}{\partial v_x}=-\frac{f_1}{\tau}.$$

Since $f_0\propto e^{-mv^2/2kT}$, its derivative is $\partial f_0/\partial v_x=-(mv_x/kT)f_0$. The two minus signs cancel:

$$f_1=\frac{eF}{kT}\,\tau\,v_x f_0 .$$

This is odd in $v_x$, so it does not change the number of carriers. The mobility is the drift velocity divided by $F$:

$$\mu=\frac{1}{F}\frac{\int v_x f_1\,d^3v}{\int f_0\,d^3v}
=\frac{e}{kT}\frac{\int v_x^2\,\tau f_0\,d^3v}{\int f_0\,d^3v}.$$

Because $\tau f_0$ depends on speed alone, $v_x^2$ may be replaced by $v^2/3=2E/3m=2kTx/3m$. The volume element $d^3v\propto v^2dv$ becomes proportional to $x^{1/2}dx$. Hence

$$\mu=\frac{2e}{3m}\,\frac{\int_0^\infty \tau\,x^{3/2}e^{-x}dx}{\Gamma(3/2)} .$$

With $\tfrac32\Gamma(\tfrac32)=\Gamma(\tfrac52)=3\sqrt\pi/4$, this is

$$\mu=\frac{e\langle\tau\rangle}{m},\qquad
\langle\tau\rangle=\frac{1}{\Gamma(5/2)}\int_0^\infty\tau\,x^{3/2}e^{-x}dx .$$

### (a) Each mechanism alone

For acoustic scattering the powers combine to $x^{-1/2+3/2}=x$, and the integral is $\Gamma(2)=1$. For impurities they combine to $x^3$, and the integral is $\Gamma(4)=6$. Therefore

$$\mu_a=\frac{4eA}{3\sqrt\pi\,m},\qquad
\mu_i=\frac{6\cdot4\,eB}{3\sqrt\pi\,m}=\frac{8eB}{\sqrt\pi\,m}.$$

The lifetimes are equal when $Ax^{-1/2}=Bx^{3/2}$, that is, at $x=c$ with $c^2=A/B$. From the two mobilities,

$$\frac{\mu_a}{\mu_i}=\frac{A}{6B}=\frac{c^2}{6}.$$

Thus $c$, the crossing energy in units of $kT$, is fixed by the ratio of the separate mobilities.

### (b) Both mechanisms together

Adding the rates at fixed energy gives

$$\frac1\tau=\frac{x^{1/2}}{A}+\frac{x^{-3/2}}{B}
=\frac{x^{-3/2}}{A}\left(x^2+c^2\right),\qquad
\tau=\frac{A\,x^{3/2}}{x^2+c^2}.$$

Insert this in the average and divide by $\langle\tau_a\rangle=A/\Gamma(5/2)$:

$$\frac{\mu}{\mu_a}=\int_0^\infty\frac{x^3e^{-x}}{x^2+c^2}\,dx .$$

Since $x^3=x(x^2+c^2)-c^2x$, and $\int_0^\infty xe^{-x}dx=1$,

$$\frac{\mu}{\mu_a}=1-c^2g(c),\qquad g(c)=\int_0^\infty\frac{x\,e^{-x}}{x^2+c^2}\,dx
=\int_0^\infty\frac{t\,e^{-ct}}{1+t^2}\,dt ,$$

where the last form follows from $x=ct$. Differentiating it twice with respect to $c$ multiplies the integrand by $t^2$, so

$$g''+g=\int_0^\infty t\,e^{-ct}dt=\frac1{c^2}.$$

Moreover $0<g<1/c^2$, so $g$ vanishes at large $c$. A solution with this property is

$$h(c)=\int_c^\infty\frac{\sin(s-c)}{s^2}\,ds .$$

To check it, differentiate. The lower limit contributes nothing to $h'$ because $\sin0=0$, which leaves $h'=-\int_c^\infty\cos(s-c)\,s^{-2}ds$. In the second derivative the lower limit contributes $+1/c^2$ and the integrand contributes $-h$, so $h''=1/c^2-h$. Also $|h|\le\int_c^\infty s^{-2}ds=1/c$. The difference $g-h$ satisfies the homogeneous equation, so it is a combination of $\sin c$ and $\cos c$; it tends to zero at large $c$, so it is zero and $g=h$.

Integrate by parts, using $s^{-2}=-d(s^{-1})/ds$. The boundary terms vanish, and

$$g(c)=\int_c^\infty\frac{\cos(s-c)}{s}ds
=\cos c\int_c^\infty\frac{\cos s}{s}ds+\sin c\int_c^\infty\frac{\sin s}{s}ds .$$

With the definitions $\mathrm{Ci}(c)=-\int_c^\infty(\cos s/s)\,ds$ and $\mathrm{Si}(c)=\int_0^c(\sin s/s)\,ds$, and with $\mathrm{Si}(\infty)=\pi/2$,

$$g(c)=-\mathrm{Ci}(c)\cos c-\left[\mathrm{Si}(c)-\frac\pi2\right]\sin c .$$

The mobility is therefore

$$\boxed{\;\mu=\mu_a\left\{1+c^2\left[\mathrm{Ci}(c)\cos c+\left(\mathrm{Si}(c)-\frac\pi2\right)\sin c\right]\right\},\qquad c^2=\frac{6\mu_a}{\mu_i}\;}$$

### (c) Sign and cause of the error

For positive $a$ and $b$ and any real $s$, completing the square gives

$$s^2a+(1-s)^2b=\frac{ab}{a+b}+(a+b)\left(s-\frac{b}{a+b}\right)^2 .$$

Set $a=\tau_a(x)$ and $b=\tau_i(x)$. Then $ab/(a+b)$ is the combined lifetime $\tau$. Average over energy with $s$ held fixed, and choose $s=\langle\tau_i\rangle/(\langle\tau_a\rangle+\langle\tau_i\rangle)$. The left side becomes $\langle\tau_a\rangle\langle\tau_i\rangle/(\langle\tau_a\rangle+\langle\tau_i\rangle)$, which is the lifetime that the rule assigns. Hence

$$\frac{m}{e}\left(\mu_M-\mu\right)=\left\langle(\tau_a+\tau_i)\left(s-\frac{\tau_i}{\tau_a+\tau_i}\right)^2\right\rangle\ge0 .$$

The fraction $\tau_i/(\tau_a+\tau_i)$ is the acoustic share of the total scattering rate at energy $x$. The rule is correct if this share is the same at all energies, which requires $\tau_a/\tau_i$ to be constant. Here $\tau_i/\tau_a=x^2/c^2$ varies, so $\mu_M>\mu$ strictly. As a control, two mechanisms that both follow $x^{-1/2}$ were integrated numerically, and the rule was then recovered.

The averages show which carriers are involved. The integrand for $\mu_a$ is $xe^{-x}$, with its maximum at $x=1$; that for $\mu_i$ is $x^3e^{-x}$, with its maximum at $x=3$. Alone, impurities would let fast carriers provide much of the current, but acoustic phonons limit those carriers. Conversely, impurities limit the slow carriers that acoustic phonons would leave comparatively free. The separate averages miss this.

### (d) Size of the error

The rule gives $\mu_M=\mu_a/(1+\mu_a/\mu_i)=\mu_a/(1+c^2/6)$. Define

$$R(c)=\frac{\mu}{\mu_M}=\left(1+\frac{c^2}{6}\right)\left[1-c^2g(c)\right].$$

The overestimate relative to the true mobility is $\mu_M/\mu-1=1/R-1$.

**Weak impurity scattering, $c\to0$.** Here $\mathrm{Ci}(c)=\gamma+\ln c+O(c^2)$, with $\gamma$ Euler's constant, and the sine term in $g$ is $\pi c/2+O(c^2)$. Thus $g=-\ln c-\gamma+O(c)$ and

$$1-R= c^2\left(-\ln c-\gamma-\frac16\right)+O(c^3).$$

The logarithm comes from carriers with $x$ between about $c$ and $1$, where the integrand of $g$ is close to $1/x$. This limit therefore relies on the $3/2$ power holding down to those low energies.

**Strong impurity scattering, $c\to\infty$.** Expanding $1/(x^2+c^2)$ under the integral, with $\int x^3e^{-x}dx=6$ and $\int x^5e^{-x}dx=120$, gives

$$\frac{\mu}{\mu_a}=\frac6{c^2}\left(1-\frac{20}{c^2}+\dots\right).$$

Since $1+c^2/6=(c^2/6)(1+6/c^2)$,

$$R=\left(1+\frac6{c^2}\right)\left(1-\frac{20}{c^2}+\dots\right)=1-\frac{14}{c^2}+O(c^{-4}).$$

The rule becomes correct in both limits, so its largest error lies between them.

**Worst case.** Two bounds exclude a large error far from the middle. From $(x-c)^2\ge0$ follows $x/(x^2+c^2)\le1/2c$, hence $g\le1/2c$ and $R\ge1-c/2$. From $1/(1+y)\ge1-y$ with $y=x^2/c^2$ follows $\mu/\mu_a\ge(6/c^2)(1-20/c^2)$, hence $R\ge1-20/c^2$. (Where either right side is negative the bound holds trivially, because $R>0$.) Thus $R\ge0.995$ for $c\le0.01$, and $R\ge0.998$ for $c\ge100$.

Between these values $R$ can be scanned on a grid, provided that it cannot dip unnoticed between grid points. Its logarithmic slope has two parts. The first is

$$\frac{d\ln(1+c^2/6)}{d\ln c}=\frac{2c^2}{c^2+6},$$

which lies between 0 and 2. The second is the slope of $\ln(\mu/\mu_a)$. Differentiating the integral for $\mu/\mu_a$ multiplies its integrand by $-2c^2/(x^2+c^2)$, a factor between $-2$ and 0, so this slope lies between $-2$ and 0. Together, $|d\ln R/d\ln c|\le2$. For grid spacing $\eta$ in $\ln c$, every point is within $\eta/2$ of a grid point, so $R$ cannot fall below the smallest grid value times $e^{-\eta}$.

With $\eta=0.000461$ the guaranteed lower bound is $R\ge0.7020$. The minimum found numerically is

$$R_{\min}=0.702\quad\text{at}\quad c=2.14,\qquad \frac{\mu_a}{\mu_i}=0.77 .$$

Within this model, adding inverse mobilities overestimates the mobility by at most about 42% of its true value. The dependence on the mobility ratio is as follows.

| $\mu_a/\mu_i$ | $\mu/\mu_a$ | $\mu_M/\mu_a$ | Overestimate |
|---:|---:|---:|---:|
| 0.01 | 0.932 | 0.990 | 6.3% |
| 0.1 | 0.730 | 0.909 | 24% |
| 1 | 0.352 | 0.500 | 42% |
| 10 | 0.0786 | 0.0909 | 16% |
| 100 | 0.00969 | 0.00990 | 2.2% |

The overestimate exceeds 10% for $\mu_a/\mu_i$ between 0.020 and 18. The window is not symmetric about a ratio of one: a small admixture of impurity scattering does more harm to the rule than an equally small admixture of acoustic scattering. The limits show why. With $r=\mu_a/\mu_i$ and $c^2=6r$, the error at small $r$ is enhanced by a logarithm, $1-R\approx3r\ln(1/r)$ to leading logarithm, while at large $r$ it is $7/(3r)$. The logarithmic form shows the trend only and is approached very slowly: at $r=0.01$ it still gives more than twice the actual $1-R$.

**The window in temperature.** Suppose that the acoustic rate at fixed $E$ is proportional to $T$, as it is when the phonon modes involved are classically excited, and that the ionized-impurity density, the screening logarithm and the band do not change. Then $\tau_a\propto T^{-1}E^{-1/2}$ gives $A\propto T^{-3/2}$, and $\tau_i\propto E^{3/2}$ gives $B\propto T^{3/2}$. Hence

$$\frac{\mu_a}{\mu_i}=\frac{A}{6B}\propto T^{-3}.$$

The window from 0.020 to 18 is a factor of about 890 in the mobility ratio, and so a factor of about $890^{1/3}\approx9.6$ in temperature. Under these assumptions the 10% failure is not confined to a narrow crossover. In a real semiconductor they may not hold over so wide a range: the ionized-impurity density can change, and optical phonons can become important at the upper end.

### (e) Numerical evaluation

The crossing parameter is $c=\sqrt{0.20/0.05}=2$. With $kT=25.85$ meV, the two lifetimes are equal at 51.7 meV. The lifetimes in picoseconds are:

| $E/kT$ | $\tau_a$ | $\tau_i$ | $\tau$ |
|---:|---:|---:|---:|
| 0.5 | 0.283 | 0.018 | 0.017 |
| 1 | 0.200 | 0.050 | 0.040 |
| 2 | 0.141 | 0.141 | 0.071 |
| 4 | 0.100 | 0.400 | 0.080 |
| 8 | 0.071 | 1.131 | 0.067 |

The combined lifetime rises and then falls. Setting the derivative of $x^{3/2}/(x^2+c^2)$ to zero gives $\tfrac32(x^2+c^2)=2x^2$, so its maximum is at $x=\sqrt3\,c\approx3.5$. At $x=8$ the impurity lifetime exceeds 1 ps, but phonons hold the combined lifetime below 0.07 ps.

The separate mobilities are

$$\mu_a=\frac{4e\,(0.20\ \text{ps})}{3\sqrt\pi\,(0.30\,m_e)}=882\ \text{cm}^2/(\text{V s}),\qquad
\mu_i=\frac{8e\,(0.05\ \text{ps})}{\sqrt\pi\,(0.30\,m_e)}=1323\ \text{cm}^2/(\text{V s}),$$

where $m_e$ is the electron mass. Their ratio is $0.667=c^2/6$, as required.

For the combined mobility, $\mathrm{Ci}(2)=0.42298$ and $\mathrm{Si}(2)-\pi/2=0.03462$. With the angle in radians,

$$g(2)=-(0.42298)(-0.41615)-(0.03462)(0.90930)=0.17602-0.03148=0.1445 .$$

Then $\mu/\mu_a=1-4(0.1445)=0.422$, and

$$\mu=0.422\,\mu_a=372\ \text{cm}^2/(\text{V s})=0.0372\ \text{m}^2/(\text{V s}).$$

Direct integration of the drift velocity over velocity space, with the Maxwell distribution differentiated numerically, gives the same value. The rule gives instead

$$\mu_M=\frac{882}{1+0.667}=529\ \text{cm}^2/(\text{V s}),$$

which is 42% above the true mobility of the model. The example lies close to the worst case.

**Inferring the impurity mobility.** Subtracting inverse mobilities gives

$$\mu_i'=\left(\frac1{372.07}-\frac1{882.05}\right)^{-1}=644\ \text{cm}^2/(\text{V s}),$$

whereas the true value is 1323 cm²/(V s). The inferred value is too small by a factor of 2.06. In this model the impurity rate is proportional to the density of ionized impurities at fixed logarithm, so a density deduced from $\mu_i'$ would be too large by the same factor. The error has grown because subtraction assigns the whole discrepancy to one mechanism.

The correct inversion solves $\mu/\mu_a=1-c^2g(c)$ for $c$. The right side decreases steadily from 1 to 0 as $c$ grows, because the integrand $x^3e^{-x}/(x^2+c^2)$ decreases toward zero at each $x>0$; the solution is therefore unique. Here $\mu/\mu_a=0.422$ returns $c=2$, and $\mu_i=6\mu_a/c^2=6(882)/4=1323$ cm²/(V s).

### Where the result ceases to apply

The closed form depends on the two powers, on Maxwell-Boltzmann statistics and on a parabolic band. At high doping the carriers become degenerate and the weight $x^{3/2}e^{-x}$ must be replaced. This matters for the example in (e): at a relative permittivity of 10 to 12, an impurity lifetime as short as 0.05 ps at $E=kT$ requires several $10^{17}$ ionized impurities per cm³ or more. If the carriers were as numerous as the impurities, their screening would shrink the logarithm, and the density needed would rise to about $3\times10^{18}$ cm⁻³ or more. That is comparable with the effective density of states, $4\times10^{18}$ cm⁻³ for this mass at 300 K, where the carriers are no longer nondegenerate. The example therefore represents at best a compensated semiconductor, with far fewer carriers than ionized impurities. Even there the logarithm grows with energy, which weakens the rise of $\tau_i$ and lowers the overestimate. Screening by $10^{14}$ to $10^{17}$ free carriers per cm³ gives 35 to 39%. With few carriers, however, their screening length exceeds the spacing of the impurities, and a cutoff of the Coulomb field at half that spacing gives less than 20%. The lifetimes of the example are also short. The broadening $\hbar/\tau$ is about 16 meV at $E=kT=26$ meV and about 40 meV at $E=kT/2$, and the Coulomb parameter $e^2/(4\pi\varepsilon\hbar v)$ is near one at $E=kT$. The Boltzmann equation and the Born approximation for impurity scattering are therefore marginal for thermal and slower carriers. The numbers in (e) illustrate the model and do not describe a particular material. Inelastic scattering by optical phonons cannot in general be described by a lifetime that depends on energy alone. Frequent carrier-carrier collisions redistribute momentum among energies and change $f_1$ itself. The inequality $\mu\le\mu_M$ is more general than the closed form: its proof used only positive lifetimes, rates that add at each energy and a common positive weight. The 42% limit belongs to the powers $-1/2$ and $3/2$ with the weight used here.

The numerical output below gives the values to more digits.

## Computed values

```
mass = 0.30 electron masses
temperature = 300 K
kT = 25.852 meV
A = 0.200 ps, B = 0.050 ps
c = 2.0000 (dimensionless)
energy of equal lifetimes = 51.70 meV
lifetimes: E/kT, tau_a (ps), tau_i (ps), combined (ps)
  0.5  0.2828  0.0177  0.0166
  1.0  0.2000  0.0500  0.0400
  2.0  0.1414  0.1414  0.0707
  4.0  0.1000  0.4000  0.0800
  8.0  0.0707  1.1314  0.0666
Ci(c) = 0.422981, Si(c) = 1.605413
g(c) = 0.144545
mu/mu_a = 0.42182
mu_a/mu_i = 0.66667
mu_a = 882.05 cm^2/(V s)
mu_i = 1323.08 cm^2/(V s)
mu, closed form = 372.07 cm^2/(V s)
mu, drift integral = 372.07 cm^2/(V s)
mu_M, inverse sum = 529.23 cm^2/(V s)
R = mu/mu_M = 0.70303
overestimate mu_M/mu - 1 = 42.24 %
falsely inferred mu_i = 643.51 cm^2/(V s)
true mu_i / inferred mu_i = 2.0560
table: mu_a/mu_i, c, mu/mu_a, mu_M/mu_a, overestimate (%)
  0.01  0.2449  0.93154  0.99010  6.29
  0.10  0.7746  0.73049  0.90909  24.45
  0.30  1.3416  0.56088  0.76923  37.15
  1.00  2.4495  0.35239  0.50000  41.89
  3.00  4.2426  0.19030  0.25000  31.37
  10.00  7.7460  0.07862  0.09091  15.63
  100.00  24.4949  0.00969  0.00990  2.20
worst case: c = 2.1445, mu_a/mu_i = 0.7665
worst case: R = 0.70238
worst overestimate = 42.37 %
grid spacing in ln c = 0.000461
guaranteed lower bound on R = 0.70206
overestimate above 10 % from mu_a/mu_i = 0.0203
overestimate above 10 % up to mu_a/mu_i = 18.090
control, equal exponents: mu/mu_M = 1.00000000
```
